\section*{A midgap defect can be a slow recombination centre}

\section{What symmetry says about the total rate}

A defect recombines an electron and a hole by capturing first one and then the other. Let $n$ and $p$ be the free electron and hole densities, and let $C_n$ and $C_p$ be the capture coefficients, in cm$^3$/s. A centre ready for an electron captures one at the rate $C_nn$; a centre ready for a hole captures one at the rate $C_pp$.

Take $n=p$ and suppose that captured carriers are not released again. The recombination rate per centre, $r$, can depend only on the two rates $C_nn$ and $C_pn$. By dimensions,
\begin{equation}
r=n\,C_n\,g(x),\qquad x=C_p/C_n .
\end{equation}
Exchanging the roles of electrons and holes cannot change $r$, so $C_ng(x)=C_pg(1/x)$, or $g(x)=x\,g(1/x)$. If hole capture is instantaneous, the centre waits for electrons alone, so $g\to1$ as $x\to\infty$. The symmetry then gives $g\to x$ as $x\to0$. In both limits the smaller coefficient sets the rate.

The full function follows because the two captures occur in sequence and their mean waiting times add:
\begin{equation}
\frac1r=\frac1{C_nn}+\frac1{C_pn}
\quad\Rightarrow\quad
r=n\,C_{\rm tot},\qquad
C_{\rm tot}=\frac{C_nC_p}{C_n+C_p}.
\label{eq:ctot}
\end{equation}
The position of the level in the gap enters here only through the coefficients. A midgap level makes the two capture energies equal, but it does not make the two coefficients equal.

\section{A midgap acceptor that recombines slowly}

\subsection{The model}

Consider an acceptor with charge states $D^-$ and $D^{2-}$ and its level at the middle of a 1.2 eV gap, at 300 K, where $kT=0.02585$ eV. The state $D^-$ captures electrons and repels them; $D^{2-}$ captures holes and attracts them. No other charge state is reachable. In particular, $D^-$ is assumed to have no deep state for a hole, which would open a second recombination path.

The parameters are round model values. One phonon mode of energy $\hbar\omega=0.030$ eV represents the lattice, with the same frequency in both charge states. Its equilibrium position shifts on capture, with relaxation energy $S\hbar\omega$ and $S=12$. Each capture at midgap releases 0.6 eV, or $q=20$ phonons.

\subsection{The phonon factor}

Let $M$ be the electronic matrix element, taken as independent of the lattice coordinate. For one carrier in a volume $V$, the golden rule gives
\begin{equation}
\Gamma=\frac{2\pi}{\hbar}|M|^2\sum_q W_q\,\delta(\Delta E-q\hbar\omega),
\end{equation}
where $\Delta E$ is the capture energy and $W_q$ is the thermal probability weight for a net emission of $q$ phonons. The carrier's kinetic energy is left out of $\Delta E$ for now.

The final oscillator states are number states displaced by $D(-\alpha)$, where $D(\alpha)=e^{\alpha a^\dagger-\alpha^*a}$ with $\alpha=\sqrt S$. With $N=a^\dagger a$, the generating function of the weights is
\begin{equation}
\sum_qW_qe^{iq\theta}
=\langle D(-\alpha)e^{i\theta N}D(\alpha)e^{-i\theta N}\rangle
=\langle D(-\alpha)D(\alpha e^{i\theta})\rangle .
\end{equation}
The product rule for displacements gives
$D(-\alpha)D(\alpha e^{i\theta})=e^{iS\sin\theta}D[\alpha(e^{i\theta}-1)]$.
For a thermal oscillator, Wick's theorem gives $\langle D(\beta)\rangle=e^{-|\beta|^2(\nu+1/2)}$, with $\nu=1/(e^{\hbar\omega/kT}-1)$. Since $|e^{i\theta}-1|^2=2-2\cos\theta$,
\begin{align}
\sum_qW_qe^{iq\theta}
&=\exp[-S(2\nu+1)(1-\cos\theta)+iS\sin\theta]\nonumber\\
&=e^{-S(2\nu+1)}\exp[S(\nu+1)e^{i\theta}+S\nu e^{-i\theta}].
\end{align}
Expanding both exponentials and collecting the terms in $e^{iq\theta}$ gives, for $q\ge0$,
\begin{align}
W_q&=e^{-S(2\nu+1)}\sum_{j\ge0}
\frac{[S(\nu+1)]^{j+q}(S\nu)^j}{(j+q)!\,j!}\nonumber\\
&=e^{-S(2\nu+1)}\left(\frac{\nu+1}{\nu}\right)^{q/2}
I_q\!\left(2S\sqrt{\nu(\nu+1)}\right).
\end{align}
The last line uses the power series of the modified Bessel function $I_q$. Here $\nu=0.456$ and $W_{20}=0.0204$.

A single mode gives discrete lines. Real phonons have a spread of frequencies, which is represented by distributing each line over one phonon spacing, so that the delta function becomes $1/\hbar\omega$. The coefficient is $C=V\Gamma$. Because $|M|^2$ for an extended carrier varies as $1/V$, the product $u=V|M|^2$ does not depend on the volume. With $u=1$ eV$^2$\,\AA$^3=10^{-24}$ eV$^2$\,cm$^3$ for both carriers, the coefficient without Coulomb forces is
\begin{equation}
C_0=\frac{2\pi}{\hbar}\frac{uW_{20}}{\hbar\omega}
=\frac{2\pi}{\hbar}\,
\frac{(10^{-24}\ \mathrm{eV^2\,cm^3})(0.0204)}{0.030\ \mathrm{eV}}
=6.49\times10^{-9}\ \mathrm{cm^3/s}.
\end{equation}
It is the same for both steps, because the energies, couplings and displacements have equal size.

\subsection{The Coulomb factor}

The charge of the centre changes the carrier density at the centre by a factor $s$, and the coefficient becomes $sC_0$. Only the s wave reaches the origin. With $\rho=kr$, its radial function obeys
\begin{equation}
u_s''+\left(1-\frac{2\eta}{\rho}\right)u_s=0,\qquad
\eta=Z\sqrt{\frac{E_R}{E}},
\end{equation}
where $E$ is the kinetic energy, $Z>0$ denotes repulsion, and $E_R$ is the hydrogen Rydberg energy times the mass ratio over the squared dielectric constant. For mass ratio 0.5 and dielectric constant 10, $E_R=0.0680$ eV.

Try $u_s=\rho\int_{-1}^{1}e^{i\rho t}G(t)\,dt$. Substitution and one integration by parts, whose boundary term vanishes, give
$i(1-t^2)G'=2\eta G$, hence $G=[(1+t)/(1-t)]^{-i\eta}$. Near the origin $u_s=J\rho$, where the substitution $t=\tanh y$ gives
\begin{equation}
J=\int_{-\infty}^{\infty}\frac{e^{-2i\eta y}}{\cosh^2y}\,dy
=\frac{2\pi\eta}{\sinh\pi\eta}.
\end{equation}
At large $\rho$ the two end points dominate. The end $t=1$ contributes a wave of modulus $|\Gamma(1+i\eta)|e^{\pi\eta/2}$, and the other end contributes its complex conjugate. The amplitude is therefore $A=2|\Gamma(1+i\eta)|e^{\pi\eta/2}$, with $|\Gamma(1+i\eta)|^2=\pi\eta/\sinh\pi\eta$. A free wave $\sin\rho$ has unit slope and unit amplitude, so
\begin{equation}
s(E)=\frac{J^2}{A^2}
=\frac{\pi\eta\,e^{-\pi\eta}}{\sinh\pi\eta}
=\frac{X}{e^X-1},\qquad X=2\pi\eta .
\end{equation}

The thermal factor is the average of $s(E)$ over the Maxwell distribution $(2/\sqrt\pi)\sqrt y\,e^{-y}dy$, with $y=E/kT$. Define $a=2\pi|Z|\sqrt{E_R/kT}$, so that $|X|=a/\sqrt y$. For strong attraction $s(E)\simeq|X|$, and
\begin{equation}
s_{\rm att}\simeq\frac{2a}{\sqrt\pi}\int_0^\infty e^{-y}dy
=\frac{2a}{\sqrt\pi}.
\end{equation}
For strong repulsion $s(E)\simeq Xe^{-X}$, and the integrand is $e^{-h(y)}$ with $h=y+a/\sqrt y$. Setting $h'=0$ gives $y_0=(a/2)^{2/3}$. Since $a=2y_0^{3/2}$, $h(y_0)=3y_0$ and $h''(y_0)=3/(2y_0)$. The Gaussian integral about this point gives
\begin{equation}
s_{\rm rep}\simeq\frac{2a}{\sqrt\pi}\sqrt{\frac{4\pi y_0}{3}}\,e^{-3y_0}
=4a\sqrt{\frac{y_0}{3}}\,e^{-3y_0}.
\end{equation}
As $y_0\propto T^{-1/3}$, repulsion suppresses capture more strongly in the cold.

For an electron approaching $D^-$, $|Z|=1$, $a=10.19$ and $y_0=2.96$. The estimate is 0.0056; numerical quadrature of the full average gives $s=0.0059$. For a hole approaching $D^{2-}$, $|Z|=2$ and $s=23.0$. Thus
\begin{align}
C_n&=0.0059\,C_0=3.8\times10^{-11}\ \mathrm{cm^3/s},\\
C_p&=23.0\,C_0=1.49\times10^{-7}\ \mathrm{cm^3/s}.
\end{align}
The coefficients differ by a factor of about 3900 although the level is at midgap.

\subsection{The result at equal densities}

Let $n=p=10^{16}$ cm$^{-3}$ and let the defect density be $N_t=10^{15}$ cm$^{-3}$. Equation (\ref{eq:ctot}) gives $C_{\rm tot}=3.8\times10^{-11}$ cm$^3$/s, practically the electron coefficient. The defect recombination rate is
\begin{equation}
R=N_tr=N_tC_{\rm tot}n=3.8\times10^{20}\ \mathrm{cm^{-3}\,s^{-1}} .
\end{equation}
Radiative recombination with $B=10^{-10}$ cm$^3$/s gives $Bn^2=10^{22}$ in the same unit. The defect channel is 4\% of the radiative one. Its lifetime $n/R$ is 26 $\mu$s, against 1 $\mu$s for radiation. The ratio of the two channels is $N_tC_{\rm tot}/(Bn)$. It is proportional to the chosen $u$ and grows as the density falls: below $n=N_tC_{\rm tot}/B=3.8\times10^{14}$ cm$^{-3}$ the defect channel is the faster one.

If the Coulomb forces are switched off and everything else is kept, $C_{\rm tot}=C_0/2=3.2\times10^{-9}$ cm$^3$/s, which is 85 times larger. The defect would then outpace radiation by a factor of about three. The strong attraction of holes does not compensate for the repulsion of electrons, because it speeds up a step that is not limiting.

Two omissions can be sized. Repelled electrons are captured mainly near $E=y_0kT=0.077$ eV, about three extra phonons. Since $W_{23}/W_{20}=0.32$, including this energy would lower $C_n$ by roughly a factor of three and strengthen the conclusion. Screening is weak on the relevant scale: at this energy the classical turning distance $e^2/(4\pi\varepsilon E)$ is 1.9 nm, while the Debye length $\sqrt{\varepsilon kT/[e^2(n+p)]}$ is 27 nm. Here $\varepsilon$ is the permittivity. A third omission works against the conclusion. The factor $s$ is the density at a point, but a level 0.6 eV deep has a decay length $\hbar/\sqrt{2m\Delta E}=0.36$ nm, which is not small against the effective Bohr radius $a_B=1.06$ nm. Near the origin $u_s\propto r(1+Zr/a_B)$, so the carrier density rises away from a repulsive centre and falls away from an attractive one. A centre of finite size therefore has a larger $C_n$ and a smaller $C_p$ than computed here, and the factors 3900 and 85 are values for a point centre.

\subsection{An off-midgap centre that is faster}

Compare a donor with states $D^+$ and $D^0$, 0.15 eV above midgap, with the same $u$, $S$ and $\hbar\omega$. Electron capture by $D^+$ emits 15 phonons and is helped by attraction, with $s=11.5$. Hole capture by $D^0$ emits 25 phonons and has $s=1$. The coefficients are $C_n=2.4\times10^{-7}$ and $C_p=8.1\times10^{-10}$ cm$^3$/s. At the same densities $C_{\rm tot}=8.1\times10^{-10}$ cm$^3$/s, 21 times that of the midgap acceptor. The donor's slow step pays for five more phonons, but this costs less than the repulsion in the acceptor's slow step.

\section{The general statement and its proof}

For a centre with two charge states in steady state, at given nondegenerate carrier densities,
\begin{equation}
r=\frac{C_nC_p(np-n_i^2)}{C_n(n+n_1)+C_p(p+p_1)},
\qquad r\le\min(C_nn,\;C_pp).
\label{eq:srh}
\end{equation}
Here $n_i$ is the intrinsic density, and $n_1$ and $p_1$ are the carrier densities that would exist with the Fermi level at the defect level $E_t$. They satisfy $n_1p_1=n_i^2$. State degeneracies are absorbed in the coefficients and in $E_t$.

\subsection{Proof}

Let $f$ be the probability that the centre holds the extra electron. In equilibrium, $f/(1-f)=e^{(E_F-E_t)/kT}=n/n_1$, where $E_F$ is the Fermi level. Electron capture must balance electron emission $e_nf$, so
\begin{equation}
e_n=C_nn\,\frac{1-f}{f}=C_nn_1 .
\end{equation}
Likewise, hole capture must balance hole emission $e_p(1-f)$, so
\begin{equation}
e_p=C_pp\,\frac{f}{1-f}=\frac{C_pnp}{n_1}=C_pp_1 .
\end{equation}
These emission coefficients are kept under injection, which assumes that the carriers within each band and the lattice remain thermal. In steady state the net electron and hole captures are equal:
\begin{equation}
r=C_n[n(1-f)-n_1f]=C_p[pf-p_1(1-f)].
\label{eq:balance}
\end{equation}
Let $Q=C_n(n+n_1)+C_p(p+p_1)$. Solving for the occupation gives
\begin{equation}
f=\frac{C_nn+C_pp_1}{Q},\qquad
1-f=\frac{C_nn_1+C_pp}{Q}.
\end{equation}
Inserting these in the first form of $r$,
\begin{align}
r&=\frac{C_n}{Q}\left[n(C_nn_1+C_pp)-n_1(C_nn+C_pp_1)\right]\nonumber\\
&=\frac{C_nC_p(np-n_1p_1)}{Q}.
\end{align}
The terms in $C_n^2$ cancel, and $n_1p_1=n_i^2$ gives the rate in (\ref{eq:srh}). For the bound, drop the negative emission terms in (\ref{eq:balance}): $r\le C_nn(1-f)\le C_nn$ and $r\le C_ppf\le C_pp$. This completes the proof.

When re-emission is negligible and $np\gg n_i^2$, write $A_n=C_nn$ and $A_p=C_pp$. Then $r=A_nA_p/(A_n+A_p)$. If $A_n\le A_p$, this is $A_n/(1+A_n/A_p)$, which lies between $A_n/2$ and $A_n$; the other case follows by exchange. The slower step thus fixes the rate to within a factor of two. A sufficient condition for a negligible defect channel is that $N_t\min(C_nn,C_pp)$ be far below the competing recombination rate.

The occupation shows where the centre waits. For the acceptor at $n=p$, $f=C_n/(C_n+C_p)=2.6\times10^{-4}$: nearly all centres are in $D^-$, waiting for an electron.

\subsection{The slower step depends on doping}

The bound compares rates, not coefficients. Put the same acceptor in n-type material with $n=10^{16}$ and $p=10^{11}$ cm$^{-3}$. Then $C_nn=3.8\times10^5$ s$^{-1}$ and $C_pp=1.5\times10^4$ s$^{-1}$. Hole capture is now the slower step, despite its larger coefficient. The hole lifetime $p/(N_tr)$ is 7.0 ns, far below the radiative 1 $\mu$s, and the centre is efficient. With the densities exchanged, electrons are the minority carriers and their defect lifetime is 26 $\mu$s. At this doping, the same defect at the same concentration is harmful in one material and minor in the other. In p-type material with $p$ below about $4\times10^{14}$ cm$^{-3}$, the radiative lifetime $1/(Bp)$ exceeds 26 $\mu$s and the defect dominates there too. These are rates at prescribed densities; how the charged defects alter the densities is a separate problem.

\subsection{What midgap does favour}

At fixed coefficients, the level position enters (\ref{eq:srh}) through the re-emission term $C_nn_1+C_pp_1$. Its two parts have the fixed product $C_nC_pn_i^2$, so their sum is least when they are equal. With $n_1=n_ie^{(E_t-E_i)/kT}$ and $p_1=n_i^2/n_1$, where $E_i$ is the intrinsic level, this gives
\begin{equation}
E_t-E_i=\frac{kT}{2}\ln\frac{C_p}{C_n}.
\end{equation}
Equal coefficients put the optimum at $E_i$, which is midgap for equal band densities of states. The acceptor's coefficients would put it 0.107 eV higher. The gain is small once re-emission is already negligible: with band densities of states of $10^{19}$ cm$^{-3}$, the midgap acceptor has $n_1=p_1=8.3\times10^8$ cm$^{-3}$, far below the injected densities.

Midgap also shares the phonons equally. Without Coulomb forces and with equal couplings, $C_{\rm tot}$ is proportional to $W_qW_{40-q}/(W_q+W_{40-q})$ in this model. Evaluated for every whole $q$ from 0 to 40, it is largest at $q=20$. Midgap is then the best position at $n=p$, but this advantage rests on the equality of the two couplings, the two Coulomb factors and the two densities. At unequal densities the rates $C_nn$ and $C_pp$ are what must be compared, and the best level in this model moves towards the band of the minority carrier. The acceptor lacks that equality, and its slow electron capture decides the result at equal densities.
